# Does an electronegative adsorbate have to raise the work function?

**The argument under review**

The manuscript reasons as follows. An electronegative adatom takes electrons from the metal. It becomes a negative charge sitting outside the surface, and its positive counterpart stays in the metal. This double layer points its negative side towards the vacuum, so an electron leaving the metal has to climb an extra potential step. The work function must therefore rise. Since it falls for nitrogen on W(100) and for iodine on copper, the manuscript concludes that in these two systems the adatom must have donated electrons.

The first sentence may be granted throughout this report. The question is whether the rest follows from it: does the sign of the charge on the adatom fix the sign of the work-function change?

**What the work function measures**

I use Hartree atomic units in the derivations and give work-function shifts in eV. The coordinate \(z\) points out of the metal, and a dipole is positive when its positive end points outward.

Let \(\delta n(z)\) be the change in electron density caused by adsorption, averaged over planes parallel to the surface. The reference is the clean metal plus free, neutral, spherical adatoms at their final positions. Such atoms have no dipole, so a layer of them produces no potential step by itself. The metal's nuclei are held in place; if adsorption moves them, the dipole of their displacement must be added to the electronic one derived here. The rearrangement conserves electrons, so \(\int\delta n\,dz=0\).

The electrostatic potential energy \(v\) of an electron changes according to Poisson's equation,
\[
\delta v''(z)=-4\pi\,\delta n(z).
\]
The sign is that of electrons repelling electrons. Because the rearrangement is neutral, \(\delta v'\) vanishes on both sides of it. Integration by parts then gives the step across the surface:
\[
\delta v(+\infty)-\delta v(-\infty)=\big[z\,\delta v'\big]_{-\infty}^{+\infty}-\int z\,\delta v''\,dz=4\pi\int z\,\delta n\,dz .
\]
The lower limit stands for a point deep in the metal, where the Fermi level keeps its position relative to the local potential. The step is therefore the change of the work function:
\[
\Delta\phi=4\pi D,\qquad D=\int z\,\delta n\,dz .
\]
With \(N\) adatoms per unit area, each contributing a dipole \(\mu\), the negative charge of the electron gives \(D=-N\mu\), and
\[
\Delta\phi=-4\pi N\mu ,
\]
which in SI units reads \(\Delta\phi=-eN\mu/\varepsilon_0\). An outward dipole lowers the work function.

Now separate \(\delta n\) into the regions where it is positive and those where it is negative. Let \(Q\) be the number of electrons per area gained in the first, which equals the number lost in the second, and let \(z_{\rm gain}\) and \(z_{\rm loss}\) be the centroids. Then
\[
D=Q\,(z_{\rm gain}-z_{\rm loss}).
\]
Since \(Q\) is positive by definition, the sign of \(\Delta\phi\) is that of \(z_{\rm gain}-z_{\rm loss}\). The manuscript's argument assumes, without saying so, that the electrons are gained farther out than they are lost. That can fail in several ways. Two are treated below: the adatom may sit so low that electrons are drawn inward to it, or the adatom's own cloud may be displaced towards the metal. A third, not modelled here, is repulsion between the adatom's electrons and the metal's, which can push the metal's outer electrons inward.

**First case: an adatom that sits low**

The electron density of a metal spills out beyond its outermost nuclei. An adatom seated within this density can gain electrons at the expense of the tail outside it. To see whether this can lower the work function, I represent the adatom layer by its attraction for electrons alone: a weak potential energy \(-w(z)\), with \(w\ge 0\), acting on one face of a metal slab. It carries no net charge and has no electrons of its own.

*Does such a layer gain electrons?* Let \(E[v]\) be the ground-state energy in the external potential \(v\), with density \(n\), and let primes denote the same quantities with the layer present. Using each ground state as a trial state in the other potential gives
\[
E[v']\le E[v]+\int (v'-v)\,n\,dz,\qquad
E[v]\le E[v']+\int (v-v')\,n'\,dz .
\]
Adding the two and cancelling the energies leaves
\[
0\le\int (v'-v)(n-n')\,dz .
\]
Here \(v'-v=-w\) and \(n-n'=-\delta n\), so
\[
\int w\,\delta n\,dz\ \ge 0 .
\]
Weighted by its own attraction, the layer gains electrons at any height and any strength. The same proof holds in density-functional theory with an approximate functional, provided that the density is the global minimum. In this sense the layer is electronegative wherever it is placed.

*What does it do to the work function?* To first order in \(w\), the density change is
\[
\delta n(z)=-\int\chi(z,z')\,w(z')\,dz' ,
\]
where \(\chi\) is the static response of the density to an external potential energy. Since \(n=\delta E/\delta v\) at fixed electron number, \(\chi\) is a second derivative of \(E\), and so \(\chi(z,z')=\chi(z',z)\). The moment becomes
\[
D=-\iint z\,\chi(z,z')\,w(z')\,dz\,dz'=\int w(z')\,m(z')\,dz',
\]
\[
m(z')=-\int\chi(z',z)\,z\,dz .
\]
The function \(m\) is the density response to the potential energy \(-z\), that is, to a unit outward force on every electron. With \(f=4\pi m\),
\[
\Delta\phi=\int w(z)\,f(z)\,dz .
\]
The effect of a weak layer at a given height is thus decided by how the clean surface screens a uniform field at that height.

The normalization of \(f\) follows from screening. Under an outward force \(F\), the induced potential must supply \(\delta v'=F\) inside the metal to cancel the applied slope \(-F\), while outside the neutral slab \(\delta v'=0\). Integrating Poisson's equation from inside to outside gives \(0-F=-4\pi\int\delta n\,dz\), so the face gains \(F/4\pi\) electrons per area and \(\int f\,dz=1\) over that face. The centroid of \(f\) is the image plane, from which distances enter the image force on a distant charge.

If \(f\) were positive everywhere, an attractive layer would raise the work function at every height. Nothing in the normalization requires this. Screening charge in a metal can alternate in sign, and a layer placed where \(f\) is negative gains electrons and lowers the work function.

**How large is the reversal, and where does it occur?**

A jellium slab has its nuclei smeared into a uniform positive background. I take \(r_s=3\) bohr and a thickness of 33 bohr, in the local-density approximation with Wigner correlation. The layer is a Gaussian well of depth 0.03 hartree, or 0.816 eV, and width parameter \(\sigma=0.7\) bohr. The two faces share a Fermi level, so \(\Delta\phi\) is taken as the work function of the covered face minus that of the bare one.

The clean slab has a work function of 3.52 eV. The integral of \(f\) over one face is 1.009, close to the thick-slab value of one, and the first moment of \(f\), taken with the thick-slab normalization of one, places the image plane 1.34 bohr outside the edge of the background. These values are not converged in the thickness to the digits shown: for slabs between 31.5 and 60 bohr the work function ranges from 3.45 to 3.53 eV and the image plane from about 1.30 to 1.38 bohr, and dividing by the integral 1.009 instead would give about 1.2 bohr for this slab. Heights below are measured from the edge of the background.

| Height (bohr) | Self-consistent \(\Delta\phi\) (eV) | Linear \(\Delta\phi\) (eV) |
|---:|---:|---:|
| −5 | 0.015 | 0.014 |
| −4 | −0.050 | −0.050 |
| −3 | −0.069 | −0.069 |
| −2 | 0.050 | 0.038 |
| −1 | 0.246 | 0.228 |
| 0 | 0.368 | 0.357 |
| 1 | 0.355 | 0.348 |

In the linear formula the sign changes at −2.24 bohr. The shift turns positive again between −4 and −5 bohr, so "deeper" does not simply mean "lower work function". The distance between these sign changes, about 2.5 bohr, is close to half a Friedel wavelength, \(\pi/2k_F=2.5\) bohr with \(k_F=1.92/r_s\). With the same layer at \(r_s=2\) and \(4\) bohr the distance is 1.4 and 3.6 bohr, against \(\pi/2k_F=1.6\) and 3.3 bohr, so it follows the Friedel length only roughly. This suggests Friedel oscillations as the origin of the negative lobe, but the comparison does not prove it.

At −3.25 bohr, where the linear response is most negative, the self-consistent calculation gives
\[
Q=1.075\times10^{-3}\ \text{bohr}^{-2},\qquad z_{\rm gain}=-3.863,\qquad z_{\rm loss}=-3.659\ \text{bohr}.
\]
The moment and the shift are therefore
\[
D=1.075\times10^{-3}\times(-0.204)=-2.19\times10^{-4}\ \text{bohr}^{-1},
\]
\[
\Delta\phi=4\pi D=-2.76\times10^{-3}\ \text{hartree}=-0.075\ \text{eV}.
\]
Within \(\sigma\) of its centre the layer has gained \(7.4\times10^{-4}\) electrons per bohr². The region outside the background edge has lost \(2.3\times10^{-4}\), about a fifth of all the electrons moved. The centroids are taken over the whole slab. For thicknesses between 31.5 and 60 bohr they move inward by up to about 0.3 bohr, while their difference stays near −0.2 bohr and the shift lies between −0.072 and −0.083 eV; measured against the clean slab instead of the bare face, the shift at 33 bohr is −0.074 eV. The layer has become more negative and the work function has fallen, so electron gain alone does not fix the sign of the shift. This layer, however, lies 3.25 bohr inside the background; at every tabulated height from −2 bohr outward, including the spill-out region, the shift is positive.

**What this does not show about tungsten**

The reversal is modest: the largest fall is about one fifth of the 0.38 eV rise found at +0.5 bohr. It also occurs deep in the surface. On W(100) the layer spacing is roughly 1.6 Å, and the background edge lies half a spacing, roughly 1.5 bohr, outside the outermost nuclei. A sign change at −2.24 bohr would then lie below those nuclei, whereas an adsorbed nitrogen atom in a hollow site sits slightly above them. Taken literally, this jellium model predicts a rise for nitrogen on W(100).

The model therefore shows that electron gain does not fix the sign, but it does so only for a layer well below the background edge, and it does not explain that system. Its density, \(r_s=3\) bohr, was not chosen for tungsten, and the width of the layer was not varied; the depth of −2.24 bohr and the size of the fall belong to this slab and this layer. With the same layer the linear sign change moves to −3.0 bohr at \(r_s=4\) bohr and to −1.5 bohr at \(r_s=2\) bohr, where it is about level with the outermost tungsten nuclei and the largest fall is only 0.03 eV; at that density the predicted rise for nitrogen rests on a narrow margin. It lacks the tungsten lattice, the d electrons and the directional bonds, and it omits the nitrogen core and the repulsion between the nitrogen electrons and the metal's tail. Depletion of the tail above a low-seated nitrogen atom remains a reasonable hypothesis. It has to be tested by computing \(\delta n(z)\) for the real surface and comparing \(z_{\rm gain}\) with \(z_{\rm loss}\).

**Second case: an adatom that is easily polarized**

Iodine is large and sits farther out, so the first case is not the natural one. Consider instead an ion of charge \(-q\) at height \(h>0\) above the image plane, which is now the origin of \(z\). The metal is treated as a classical conductor.

Suppose first that the ion is rigid. The screening charge \(+q\) lies on the plane \(z=0\) and contributes nothing to the moment, so \(\mu=-qh\). This is negative for every \(h>0\), and the work function rises. Lowering a rigid ion towards the image plane weakens the effect but does not reverse it. For this class of adsorbate, height alone is not an explanation.

A real ion has a polarizability \(\alpha\). Its image is a charge \(+q\) at \(-h\), a distance \(2h\) away. The field of that positive image at the ion points outward and equals \(q/(2h)^2\). It pulls the ion's electrons towards the metal and creates an outward dipole \(p\), opposed to \(-qh\).

The dipole has an image too. Reflection reverses both the order and the signs of its charges, so the image dipole also points outward. Its field on the axis at distance \(2h\) is \(2p/(2h)^3=p/(4h^3)\). Hence
\[
p=\alpha\left(\frac{q}{4h^2}+\frac{p}{4h^3}\right).
\]
Define \(x=\alpha/(4h^3)\). Then \(\alpha q/(4h^2)=xqh\), and
\[
p=xqh+xp\quad\Rightarrow\quad p=\frac{x}{1-x}\,qh .
\]
The screening charge induced by \(p\) again lies at \(z=0\), so the total dipole is
\[
\mu=-qh+p=qh\,\frac{-(1-x)+x}{1-x}=qh\,\frac{2x-1}{1-x}.
\]
For \(x<1\) the denominator is positive, and the dipole points outward when \(x>\tfrac12\). In terms of the polarizability,
\[
2h^3<\alpha<4h^3 .
\]
The charge \(q\) has dropped out of the condition. It sets the size of the shift but not its sign.

For a small or distant ion \(x\to0\), and \(\mu\to-qh\): the manuscript's picture is recovered. At \(x=1\) the dipole diverges, because each increase in \(p\) produces an image field large enough to sustain it. Real electron clouds do not respond linearly without limit, so the model has failed before that point.

There is a stronger caution. A conducting sphere of radius \(a\) has polarizability \(a^3\), so \(\alpha^{1/3}\) measures the size of the electron cloud. The condition \(\alpha>2h^3\) means \(\alpha^{1/3}>1.26\,h\): a sphere with this polarizability would already cut the image plane. The whole reversal window of the single-ion model lies where a point dipole is a doubtful description. Where such a sphere clears the plane, \(\alpha<h^3\), so that \(x<\tfrac14\) and the point-dipole model gives \(p<qh/3\): the charge term is reduced but not reversed. A negatively charged conducting sphere, treated exactly, never gives a reversal: its surface charge is negative everywhere and lies above the plane, so the total dipole points inward at any height. The point model establishes the direction of the polarization term, but neither its magnitude nor whether it can outweigh the charge term in a real ion.

**From one ion to a layer**

A work function is measured on a covered surface, where neighbours matter. Let identical ions form a square lattice of spacing \(a\), and let \(R\) be the lateral distance to a neighbour. Write the normal field at an ion as \(qA+pB\).

Neighbouring charges at the same height exert no normal field. Their images do, and each has the normal component \(2h/(R^2+4h^2)^{3/2}\) per unit \(q\). Therefore
\[
A=\frac{1}{4h^2}+\sum_{R\ne0}\frac{2h}{(R^2+4h^2)^{3/2}} .
\]
A dipole \(p\) along \(z\) produces the normal field \(p(3Z^2-r^2)/r^5\) at vertical separation \(Z\) and distance \(r\). For a neighbour itself, \(Z=0\) and \(r=R\). For its image, \(Z=2h\) and \(r^2=R^2+4h^2\), so that \(3Z^2-r^2=8h^2-R^2\). Hence
\[
B=\frac{1}{4h^3}+\sum_{R\ne0}\left[-\frac{1}{R^3}+\frac{8h^2-R^2}{(R^2+4h^2)^{5/2}}\right].
\]
Solving \(p=\alpha(qA+pB)\) gives
\[
p=\frac{\alpha qA}{1-\alpha B},\qquad \mu=-qh+p,
\]
valid when all dipoles are equal and \(\alpha B<1\). This condition is necessary but not sufficient for a stable layer, because a pattern of alternating dipoles can become unstable first. As \(a\to\infty\) the sums vanish and the single-ion result returns.

Take round parameters: \(\alpha=40\) bohr³, \(q=0.1\) and \(a=10\) bohr. At \(h=2.5\) bohr, \(A=0.07765\) bohr⁻² and \(B=0.00181\) bohr⁻³, so
\[
p=\frac{40\times0.1\times0.07765}{1-40\times0.00181}=0.335,\qquad \mu=-0.250+0.335=0.085\ e\,\text{bohr},
\]
\[
\Delta\phi=-\frac{4\pi\times0.0848}{100}=-0.01066\ \text{hartree}=-0.29\ \text{eV}.
\]
At \(h=3\) bohr, \(A=0.07010\) bohr⁻² and \(B=-0.00397\) bohr⁻³. Then \(p=0.242\) and \(\mu=-0.300+0.242=-0.058\) \(e\) bohr, and the work function rises by 0.20 eV. Within the point model, the same negative ion, with the same charge, changes the sign of its effect when it moves by half a bohr. Since \(\alpha^{1/3}=3.4\) bohr exceeds both heights, the caution given for the single ion applies to these numbers as well. Height matters here because it controls the polarization.

The neighbours act in two opposing ways. At \(h=2.5\) bohr their images raise \(A\) from the single-ion value of 0.040 to 0.078 bohr⁻², which favours reversal. The dipole–dipole terms reduce \(B\) from 0.016 to 0.002 bohr⁻³, which removes most of the self-enhancement. For these parameters the two nearly compensate in the reversal height: 2.71 bohr for one ion and 2.75 bohr for the layer. They do not compensate in the dipole, which at 2.5 bohr falls from 0.194 to 0.085 \(e\) bohr.

**Why iodine rather than fluorine?**

Hartree–Fock calculations in the def2-TZVPPD basis, with an effective core for iodine, give polarizabilities of 8.4 bohr³ for free fluoride and 58 bohr³ for free iodide. The single-ion reversal heights \((\alpha/2)^{1/3}\) are 1.6 and 3.1 bohr. At equal height and charge, iodide is much the better candidate for an outward dipole.

The heights are not equal, however, since a larger ion also sits farther out. In the single-ion model what counts is \(\alpha/h^3\), and \(h\) has not been computed here. The polarizabilities also omit electron correlation, and the basis is short of diffuse functions: adding more raises the fluoride value by about a quarter and the iodide value by less than a tenth, which keeps their order. Second-order Møller–Plesset theory in the enlarged basis gives about 17 and 68 bohr³, or reversal heights of 2.0 and 3.2 bohr, so the fluoride value quoted above is low by about a factor of two. Moreover, an adsorbed iodine atom that carries only part of an electron and shares orbitals with copper is not a free iodide ion. These numbers leave polarization a possible cause of the fall on copper; they do not demonstrate it.

**What should be changed in the manuscript**

The conclusion that nitrogen and iodine donate electrons has to be withdrawn, because a fall in the work function is compatible with electron gain. The measured shift gives the product \(N\mu\), and with a known coverage it gives \(\mu\). It does not give \(q\), since \(\mu\) also contains the polarization of the adatom, the rearrangement of the metal's tail and any displacement of the metal's nuclei.

To identify the cause, the authors should compute the plane-averaged \(\delta n(z)\) at the relaxed adatom height. Loss in the tail above a low adatom is not enough to establish the first mechanism: \(z_{\rm gain}\) must also lie below \(z_{\rm loss}\). A displacement of the adatom's own cloud towards the metal would support the second only if its outward dipole outweighs the inward dipole of the transferred charge. Both may be present, together with repulsion of the tail, and dividing the density between adatom and metal is partly a matter of convention, whereas the total moment is not.

The numerical check compares the response formula for weak layers with separate self-consistent calculations, the single-ion dipole with a core-and-shell model, \(A\) with a reciprocal-lattice sum, and the layer shifts with an explicit sum over charges, dipoles and images. That last sum takes \(p\) from the formula, so it tests \(\Delta\phi=-4\pi N\mu\); the expression for \(B\) is not checked independently.

## Calculated quantities

```
JELLIUM SLAB (heights measured from the jellium edge)
r_s = 3.0 bohr, thickness = 33.0 bohr, grid step = 0.25 bohr
clean work function = 3.522 eV
integral of f over one face = 1.0089
image plane height = 1.336 bohr
well depth = 0.03 hartree = 0.816 eV, sigma = 0.7 bohr
largest reciprocity error / peak shift = 7.5e-07
height (bohr), self-consistent shift (eV), linear formula (eV):
  -5.00     0.0150     0.0144
  -4.00    -0.0497    -0.0495
  -3.00    -0.0687    -0.0691
  -2.00     0.0498     0.0375
  -1.00     0.2464     0.2280
   0.00     0.3678     0.3568
   1.00     0.3553     0.3476
   2.00     0.2633     0.2535
linear sign-change height = -2.240 bohr
most negative linear response at height = -3.25 bohr
  self-consistent shift there = -0.0751 eV
  linear shift there = -0.0743 eV
  electrons gained within sigma = 7.430e-04 per bohr^2
  well-weighted density gain = 4.148e-04 per bohr^3
  total electrons moved = 1.075e-03 per bohr^2
  centroid of gain = -3.863 bohr, of loss = -3.659 bohr
  electron change outside edge = -2.254e-04 per bohr^2
most positive linear response at height = 0.50 bohr
  self-consistent shift there = 0.3763 eV
POLARIZABLE ION (heights measured from the image plane)
alpha = 40.0 bohr^3, q = 0.1 e, layer spacing = 10.0 bohr
single ion: reversal below h = 2.7144 bohr = 1.4364 angstrom
  same height from core-shell model = 2.7144 bohr
  point model diverges at h = 2.1544 bohr
  h = 2.5 bohr: x = 0.6400, mu = 0.1944 e bohr, core-shell 0.1945 e bohr
  h = 3.0 bohr: x = 0.3704, mu = -0.1235 e bohr, core-shell -0.1235 e bohr
layer, h = 2.5 bohr: A = 0.07765 bohr^-2, B = 0.00181 bohr^-3
  -q h = -0.2500, p = 0.3348, mu = 0.0848 e bohr
  shift = -0.2900 eV, from explicit lattice sum = -0.2900 eV
layer, h = 3.0 bohr: A = 0.07010 bohr^-2, B = -0.00397 bohr^-3
  -q h = -0.3000, p = 0.2420, mu = -0.0580 e bohr
  shift = 0.1983 eV, from explicit lattice sum = 0.1983 eV
layer: reversal below h = 2.7474 bohr
FREE IONS, Hartree-Fock/def2-TZVPPD
fluoride: alpha = 8.44 bohr^3, (alpha/2)^(1/3) = 1.616 bohr
iodide: alpha = 58.11 bohr^3, (alpha/2)^(1/3) = 3.074 bohr
```
